Lanthanide contraction of 5p and 6s: 4f screening and relativity

**Question**

I am trying to put numbers on the lanthanide contraction, using the mean radii ⟨r⟩ of 5p and 6s from La to Lu, and I am stuck on the explanation. Each step adds one proton and one 4f electron. The 4f shell lies well inside 6s, so by Gauss's law the new electron should cancel the new proton almost completely, and 6s should hardly notice. Yet it shrinks. One explanation is that 4f electrons "screen poorly"; another is that heavy atoms contract because of relativity.

How can I separate the two causes, and which is larger? How would I show that 4f screening is really the cause, rather than just giving a name to whatever remains without relativity?

**Answer**

Run the series twice, with and without relativity, and keep everything else fixed. Then test the screening explanation separately, by changing the size of the 4f shell.

**The model**

Use neutral atoms in the configuration [Xe]4fⁿ5d¹6s², with Z = 57 + n, so that 4f filling is the one change of occupation. Many real ground states differ from this, which matters below. I use Hartree atomic units, lengths in bohr, a point nucleus, and a spherical Kohn–Sham potential with local exchange:

v(r) = −Z/r + v_H(r) + v_x(r),  v_x = −(3ρ/π)^(1/3).

Without relativity the radial equation is

−P″/2 + [l(l+1)/(2r²) + v]P = εP.

With relativity there are two components, and ε excludes the rest energy:

vP + c(−Q′ + κQ/r) = εP
c(P′ + κP/r) + (v − 2c²)Q = εQ.

Here κ = l for j = l − 1/2 and κ = −(l+1) for j = l + 1/2. In both cases ⟨r⟩ = ∫r(P² + Q²)dr, with Q = 0 in the nonrelativistic case. The relativistic 5p radius is the average of 5p1/2 and 5p3/2 with weights 1/3 and 2/3. The electrons of the open 4f and 5d shells are likewise spread over their two j components in proportion to 2j + 1. This choice affects the third decimal and beyond. Filling the lower j first raises the relativistic 6s radius by 0.006 bohr in La and 0.012 bohr in Lu, which lowers the La–Lu contraction of 6s by about 0.006 bohr and raises its nonrelativistic share by less than one point.

The two calculations must agree as c grows. When |ε − v| ≪ 2c², the second equation gives Q ≈ (P′ + κP/r)/(2c). Inserting this in the first,

c(−Q′ + κQ/r)
= ½[−P″ − κP′/r + κP/r² + κP′/r + κ²P/r²]
= ½[−P″ + κ(κ+1)P/r²].

The P′ terms cancel, and κ(κ+1) = l(l+1) for both values of κ, so the Schrödinger equation returns. Numerically, multiplying c by 30 brings the Lu radii within 0.0004 bohr of the nonrelativistic ones.

The model leaves out correlation, multiplet structure, the Breit interaction, QED and relativistic corrections to exchange. Its ⟨r⟩ values are orbital properties, not measured radii.

**What one proton and one 4f electron do**

Let u(s) be the normalized radial density of a 4f electron, and q(r) its charge inside r. The electrostatic potential energy of another electron in the field of the added pair is

w(r) = −1/r + (1/r)∫₀^r u(s)ds + ∫_r^∞ [u(s)/s]ds.

Since u integrates to one, ∫₀^r u ds = 1 − ∫_r^∞ u ds. The two 1/r terms cancel, leaving

w(r) = −∫_r^∞ u(s)(1/r − 1/s)ds.

In the integral s > r, so w ≤ 0: the pair attracts other electrons wherever some 4f charge lies farther out. Differentiating the first form, the terms ±u/r cancel and

w′(r) = [1 − q(r)]/r².

This is your Gauss's-law argument, with its missing part restored. Outside the 4f charge the force vanishes. Inside, an electron feels the unscreened fraction 1 − q(r) of the new proton. A 6s electron is mostly outside, but its wavefunction also has inner loops.

In nonrelativistic Eu the 4f mean radius is 0.85 bohr. There w is −0.641 hartree at 0.5 bohr, −0.072 at 1 bohr and −0.002 at 2 bohr. The bare proton would give −2, −1 and −0.5, so about 32%, 7% and 0.4% of its potential survives.

**Does an attractive w make the orbital smaller?**

Not by a general theorem. For a weak w in an otherwise frozen potential, first-order perturbation theory gives

δP_a = Σ_b≠a P_b ⟨b|w|a⟩/(ε_a − ε_b),

and therefore

δ⟨r⟩_a = 2Σ_b≠a ⟨a|r|b⟩⟨b|w|a⟩/(ε_a − ε_b).

The sum runs over states of the same l, including the continuum. The products of matrix elements can have either sign, so the sign of the total must be computed.

Adding w to the frozen nonrelativistic Eu potential changes ⟨r⟩ by −0.087 bohr for 5p and −0.240 bohr for 6s. Both orbitals contract. When the next atom is solved self-consistently, the changes are smaller: −0.026 and −0.047 bohr. Rearrangement of the electrons therefore matters greatly. A natural reading is that inner shells also contract under w and then screen the nucleus better, but I have not separated the contributions shell by shell.

**How incomplete is the screening?**

Split the step into two parts. Let r₀ be the radius in Eu, r₁ the radius after adding only a proton, and r₂ the radius after also adding the 4f electron. All electrons relax each time. Define the screening efficiency as the fraction of the proton's contraction that the 4f electron undoes:

σ = (r₂ − r₁)/(r₀ − r₁).

Then

r₂ − r₀ = (r₁ − r₀) + (r₂ − r₁)
= −(r₀ − r₁) + σ(r₀ − r₁)
= −(1 − σ)(r₀ − r₁).

Complete screening means σ = 1 and no contraction. The nonrelativistic results are:

5p: σ = 0.697, change = −(1 − 0.697) × 0.0865 = −0.0262 bohr
6s: σ = 0.936, change = −(1 − 0.9357) × 0.7231 = −0.0465 bohr

This resolves your puzzle about 6s. The 4f electron does cancel most of the proton's effect, about 94%. But the bare proton would pull 6s in by 0.72 bohr, so the remaining 6% is still visible, and it accumulates over 14 steps. Fourteen steps of the Eu size give 14 × 0.0465 = 0.65 bohr for 6s and 14 × 0.0262 = 0.37 bohr for 5p, within about 3% of the nonrelativistic totals found below. This close match arises because Eu lies mid-series. The steps are not equal: per element they fall from 0.039 bohr (La to Pr) to 0.020 bohr (Tm to Lu) for 5p, and from 0.062 to 0.039 bohr for 6s. σ drifts along the series, from 0.65 (5p) and 0.92 (6s) for the step from La to 0.72 and 0.94 for the last step to Lu. For 6s it also depends on the step size, because the response to the bare proton is nonlinear. Adding 0.1 proton and 0.1 electron to Eu gives σ = 0.95 and a bare pull of 0.95 bohr per unit charge, while the net change per unit stays near −0.047 bohr.

The quantity 1 − σ is not the average unscreened charge. Averaging 1 − q(r) over the orbital gives 0.137 for 5p and 0.014 for 6s, while 1 − σ is 0.303 and 0.064. The charge average weights each place by the electron's probability of being there; σ measures the response of the whole atom.

**The series with and without relativity**

Mean radii in bohr, each pair being nonrelativistic / relativistic:

La: 5p 1.829 / 1.809, 6s 4.691 / 4.497
Eu: 5p 1.630 / 1.592, 6s 4.359 / 4.102
Lu: 5p 1.450 / 1.396, 6s 4.023 / 3.683

Define the contraction D = ⟨r⟩(La) − ⟨r⟩(Lu), and the relativistic shift δ = r_nr − r_rel in a given atom. Substituting r_rel = r_nr − δ at both ends,

D_rel = [r_nr(La) − δ(La)] − [r_nr(Lu) − δ(Lu)]
= D_nr + δ(Lu) − δ(La).

A relativistic shift common to both ends would make every atom smaller without adding to D. What counts is its growth along the series:

5p: D_rel = 0.3791 + 0.0542 − 0.0209 = 0.4124 bohr (21.8 pm)
6s: D_rel = 0.6681 + 0.3399 − 0.1935 = 0.8145 bohr (43.1 pm)

The nonrelativistic contractions are 20.1 pm and 35.4 pm. Their shares of the full contraction are

5p: 0.3791/0.4124 = 92%
6s: 0.6681/0.8145 = 82%.

Relativity supplies the remaining 8% and 18%. If you prefer relative contractions, compare ln[r(La)/r(Lu)] instead; the nonrelativistic shares become 90% and 77%. The precise split depends on the measure, but the larger part is nonrelativistic in both.

The two 5p components behave differently. In La, 5p3/2 is slightly larger than the nonrelativistic 5p, 1.837 against 1.829 bohr, while 5p1/2 is smaller, at 1.753. Across the series they contract by 0.401 and 0.435 bohr, both more than the nonrelativistic 0.379.

**Is the nonrelativistic part really due to 4f screening?**

If the spatial extent of the 4f charge is the cause, removing that extent must remove the contraction. Take nonrelativistic Lu, freeze its 4f density, compress it to

u_λ(r) = u(r/λ)/λ,

and let all other shells relax. The number of 4f electrons stays at 14. The percentage of the La–Lu contraction that is left is:

λ = 1: 5p 100, 6s 100
λ = 0.5: 5p 53, 6s 71
λ = 0.25: 5p 36, 6s 64
λ = 0.1: 5p 19, 6s 58
λ = 0.01: 5p −1, 6s 14
λ = 0.0005: 5p 0, 6s 0

With the 4f charge deep inside the K shell, the radii return to those of La, although the nucleus still has 71 protons. This endpoint is fixed in advance: 14 electrons collapsed onto 71 protons act on the other electrons as a point nucleus of charge 57, whatever shell they came from. It is therefore a consistency check, and it states in what sense the contraction within this model exists because the 4f charge is spread out. The new information lies in the intermediate values of λ and in the test without 4f exchange below. The small negative value means that 5p is then slightly larger than in La.

The slow fading of 6s shows that being far inside the orbital's mean radius is not enough. Substituting u_λ in the formula for w gives w_λ(r) = w(r/λ)/λ. Since −r w(r) = ∫_r^∞ u(s)(1 − r/s)ds falls as r grows, compression weakens the pair potential at every radius. Close enough to the nucleus, however, it still behaves as −1/r, like the potential of the bare proton. The volume integral of w follows by exchanging the order of integration:

∫₀^∞ 4πr²w dr = −4π∫₀^∞ u(s)[∫₀^s (r − r²/s)dr]ds
= −4π∫₀^∞ u(s)(s²/2 − s²/3)ds
= −(2π/3)⟨s²⟩.

Compression multiplies ⟨s²⟩, and hence this integral, by λ². To first order, the direct electrostatic energy shift of an s electron follows this λ² law only if its density is nearly constant across the compressed charge, which requires a charge radius much smaller than 1/Z = 0.014 bohr. The Lu 4f radius is 0.69 bohr, so λ = 0.1 gives 0.069 bohr, far too large, while λ = 0.0005 gives 0.0003 bohr. At intermediate sizes, penetration by 6s and the response of the core both enter; their separate weights were not determined.

Exchange with the 4f electrons is also part of their mean-field effect. It adds attraction, because a larger ρ makes v_x more negative. If the frozen 4f density at λ = 1 acts by electrostatics alone, 94% of the 5p contraction and 96% of the 6s contraction remain. Incomplete electrostatic screening is therefore the main mechanism.

**Where the split needs care**

First, the two causes are not strictly additive. The term δ(Lu) − δ(La) is a cross effect: it needs both relativity and the passage along the series. I assign it to relativity. It also needs incomplete screening: collapsing the 4f charge onto the nucleus would turn relativistic Lu into relativistic La by the same argument as above, and this term would vanish too. Relativity also changes the screening itself, expanding the Lu 4f shell from 0.694 to 0.728 bohr; the effect of that expansion on the radii was not computed separately. Since the cross term is positive for both shells and is given wholly to relativity, the assignment does not inflate the screening share.

Second, the configuration must be held fixed. The ground configuration of Eu is 4f⁷6s², not the 4f⁶5d¹6s² used in the series. Changing to it raises the relativistic 6s radius from 4.102 to 4.333 bohr. This difference of 0.231 bohr is 28% of the whole La–Lu contraction of 6s. Mixing configurations along the series could thus hide or imitate a good part of the effect.

Third, the radii depend on the functional. Slater's exchange potential, 3/2 times the one used here, reduces the relativistic 6s contraction from 0.815 to 0.681 bohr. The nonrelativistic shares barely move: 92% for 5p and 83% for 6s. Adding a local correlation potential to the exchange used here lowers the relativistic 6s contraction to 0.77 bohr, with shares of 92% and 82%. A relativistic correction to exchange or a finite nucleus moves it by 0.003 bohr or less. This supports the attribution, though local-density models cannot bound the effect of what they all omit.

So your Gauss's-law argument is nearly right for 6s in the step examined, from Eu, but "nearly" is where most of the contraction comes from. Relativity makes the j-averaged 5p and the 6s radii smaller in every atom computed, and because its effect grows toward Lu, it adds a smaller contribution to the trend. The radii for every second element of the series and the numerical checks are in the numerical output below.

Values computed for the example and the checks

```
Mean radii in bohr, configuration 4f^n 5d^1 6s^2
atom  Z  n  5p nonrel  5p rel  6s nonrel  6s rel
La   57  0    1.8294   1.8085    4.6906   4.4972
Pr   59  2    1.7523   1.7240    4.5661   4.3482
Pm   61  4    1.6873   1.6538    4.4576   4.2198
Eu   63  6    1.6304   1.5924    4.3591   4.1020
Tb   65  8    1.5792   1.5371    4.2677   3.9910
Ho   67 10    1.5327   1.4865    4.1817   3.8849
Tm   69 12    1.4899   1.4397    4.1003   3.7825
Lu   71 14    1.4503   1.3961    4.0226   3.6827
5p La-Lu contraction nonrel: 0.3791 bohr = 20.06 pm, 20.72 %
5p La-Lu contraction rel:    0.4124 bohr = 21.82 pm, 22.80 %
5p nonrel share: 91.9 %; remainder 8.1 %; log share 89.7 %
5p shift nonrel minus rel: La 0.0209, Lu 0.0542 bohr
6s La-Lu contraction nonrel: 0.6681 bohr = 35.35 pm, 14.24 %
6s La-Lu contraction rel:    0.8145 bohr = 43.10 pm, 18.11 %
6s nonrel share: 82.0 %; remainder 18.0 %; log share 76.9 %
6s shift nonrel minus rel: La 0.1935, Lu 0.3399 bohr
5p1/2 rel: La 1.7526, Lu 1.3180, contraction 0.4346 bohr
5p3/2 rel: La 1.8365, Lu 1.4352, contraction 0.4013 bohr
Lu 4f mean radius: nonrel 0.6944, rel 0.7275 bohr
Eu nonrel virial ratio -V/T: 2.000000
Lu radius change, c times 30 vs nonrel: 3.4e-04 bohr
Lu radius change, denser basis: 1.0e-05 bohr
Eu nonrel 4f mean radius: 0.8523 bohr
Eu pair potential at 0.5 bohr: -0.64145 hartree
Eu pair potential at 1.0 bohr: -0.07180 hartree
Eu pair potential at 2.0 bohr: -0.00216 hartree
Eu 5p: unscreened fraction 0.1372, screening efficiency 0.6970
Eu 5p shifts: bare proton -0.0865, pair frozen -0.0866, pair relaxed -0.0262 bohr
Eu 6s: unscreened fraction 0.0136, screening efficiency 0.9357
Eu 6s shifts: bare proton -0.7231, pair frozen -0.2400, pair relaxed -0.0465 bohr
Lu nonrel, contraction left in % when 4f radius is scaled
scale   5p   6s | without 4f exchange: 5p   6s
1.0000   100.0   100.0 |    94.1    95.6
0.5000    53.1    70.7 |    51.4    69.6
0.2500    36.0    64.0 |    35.6    64.0
0.1000    18.7    57.6 |    17.6    57.4
0.0100    -1.4    13.5 |    -1.2    11.0
0.0005    -0.0     0.1 |    -0.0     0.0
Slater exchange 5p: contraction nonrel 0.3532, rel 0.3821 bohr, share 92.4 %
Slater exchange 6s: contraction nonrel 0.5655, rel 0.6814 bohr, share 83.0 %
Eu rel 4f^7 6s^2: 5p 1.6347, 6s 4.3328 bohr
```
